# SCAN and the one-electron self-interaction error in stretched H2+

The manuscript under review argues in four steps. The meta-GGA functional SCAN contains an indicator that recognizes one-electron regions. Its correlation energy vanishes there, as it should. The hydrogen atom comes out correctly. SCAN is therefore free of self-interaction for one electron, and a Hubbard correction for a localized level has nothing left to repair. The first two steps need a small amendment. The conclusion needs a separate examination, for which the stretched ion H2+ is suitable: it has one electron, so any electron-electron energy left over is an error of the functional.

**What the indicator recognizes**

Atomic units are used in the algebra. The indicator is

\[
\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},\qquad
\tau=\tfrac12\sum_i|\nabla\varphi_i|^2,\qquad
\tau_W=\frac{|\nabla n|^2}{8n},
\]

where the sum runs over occupied spin orbitals, \(n\) is the density and \(\tau_{\rm unif}\) is the kinetic energy density of the uniform gas. For one electron write \(\varphi=\sqrt n\,e^{i\theta}\). Then \(\nabla\varphi=(\nabla\sqrt n+i\sqrt n\,\nabla\theta)e^{i\theta}\), and since \(|\nabla\sqrt n|^2=|\nabla n|^2/(4n)\),

\[
\tau=\frac{|\nabla n|^2}{8n}+\frac{n|\nabla\theta|^2}{2},
\qquad
\tau-\tau_W=\frac{n|\nabla\theta|^2}{2}.
\]

A real orbital has \(\alpha=0\); an orbital that carries a current does not. The orbitals below are real.

A real orbital filled with both spins also has \(\alpha=0\). There \(n=2\varphi^2\) and \(\tau=|\nabla\varphi|^2\), while \(\nabla n=4\varphi\nabla\varphi\) gives \(\tau_W=16\varphi^2|\nabla\varphi|^2/(16\varphi^2)=|\nabla\varphi|^2\). The indicator therefore marks a single-orbital region. To identify one spin, SCAN also uses the polarization \(\zeta=(n_\uparrow-n_\downarrow)/n\). At \(\alpha=0\) its correlation energy density carries the factor \(1-\zeta^{12}\), which vanishes for \(|\zeta|=1\) and equals one for \(\zeta=0\). With the hydrogen 1s orbital, SCAN correlation is zero to numerical precision for one electron and \(-0.96\) eV when the same orbital is doubly occupied. With this amendment, the manuscript's statement about correlation is correct.

**The condition that was left out**

The Hartree energy of a density is

\[
U[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

It is positive even for one electron, which has no partner to repel. The sum \(U+E_x+E_c\) must therefore vanish. Exact exchange for a single occupied spin orbital is \(E_x=-U\), and exact correlation is \(E_c=0\). These are two conditions, and vanishing correlation satisfies one of them. What remains to be examined is

\[
\Delta=U[n]+E_x^{\rm SCAN}[n].
\]

For full polarization, the spin-scaling relation gives \(E_x[n,0]=\tfrac12E_x[2n]\), where the right-hand side is the functional for an unpolarized density. At \(\alpha=0\) this becomes

\[
E_x^{\rm SCAN}=-\frac38\left(\frac3\pi\right)^{1/3}\!\int(2n)^{4/3}F(s)\,d^3r,
\]
\[
F(s)=1.174\left(1-e^{-a/\sqrt s}\right),\qquad
s=\frac{|\nabla(2n)|}{2(3\pi^2)^{1/3}(2n)^{4/3}},
\]

with \(a=4.9479\). In a single-orbital region, SCAN exchange is thus a function of the local density and its gradient.

For the hydrogen atom \(U=5/16\) hartree, or 8.50 eV, and SCAN exchange gives \(-8.50\) eV. This agreement is built in: the hydrogen exchange energy is one of the reference values that fix the functional. It does not establish cancellation for another one-electron density.

**Two half-filled atoms**

Let the protons be clamped a distance \(R\) apart. At large \(R\) the symmetric ground-state density tends to \(n=(n_A+n_B)/2\), where \(n_A\) and \(n_B\) are hydrogen densities on the two protons. Define \(J_{AB}=\iint n_A(\mathbf r)n_B(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'\). The factor \(\tfrac12\) in \(U\) and a factor \(\tfrac12\) from each density give

\[
U=\frac18\left(J_{AA}+J_{BB}+2J_{AB}\right)
=\frac14\left(J_{AA}+J_{AB}\right).
\]

Here \(J_{AA}=2\times5/16=5/8\). Two distant spherical clouds of unit charge interact as points, so \(J_{AB}\to1/R\), and

\[
U\to\frac5{32}+\frac1{4R}.
\]

Polarization corrects this at order \(R^{-4}\). The field of the distant proton induces dipoles proportional to \(R^{-2}\). To first order a dipole does not change the self-energy of a spherical cloud. Its interaction with the distant charge brings another factor \(R^{-2}\), and the second-order change of the self-energy is also of order \(R^{-4}\).

The exchange integrand sees one atom at a time, apart from exponentially small tails. Hence

\[
E_x^{\rm SCAN}\to2E_x^{\rm SCAN}[n_H/2],
\]

again with corrections of order \(R^{-4}\), where \(n_H\) is the hydrogen density. The error becomes

\[
\Delta(R)\to\Delta_\infty+\frac1{4R},\qquad
\Delta_\infty=\frac5{32}+2E_x^{\rm SCAN}[n_H/2].
\]

The term \(1/(4R)\) is the repulsion between the two halves of the same electron. Any smooth semilocal functional, built from the density, its derivatives and \(\tau\) at one point, gives an exchange energy with no \(1/R\) term here. None can cancel \(U\) at all large separations.

The constant is a second failure. To cancel \(5/32\), the exchange energy of each atom would have to fall to one quarter when its density is halved, as the Hartree energy does. SCAN exchange falls less, as the next section shows. The indicators do not alter this: the density \(n_H/2\) comes from the orbital \(\varphi_H/\sqrt2\), and it has \(\alpha=0\) and \(|\zeta|=1\) just as \(n_H\) does, so the same exchange formula applies to both.

**How large the constant is**

Replace \(n_H\) by \(qn_H\), with \(0<q<1\). The Hartree energy scales as \(q^2\). In the exchange integral, \(n^{4/3}\) gains a factor \(q^{4/3}\), and \(s\) gains \(q^{1-4/3}=q^{-1/3}\). Therefore

\[
p\equiv\frac{d\ln|E_x|}{d\ln q}
=\frac43-\frac13\left\langle\frac{d\ln F}{d\ln s}\right\rangle,
\]

where the average is weighted by the exchange energy density. With \(x=a/\sqrt s\), so that \(dx/ds=-x/(2s)\),

\[
\frac{d\ln F}{d\ln s}
=\frac{s\,e^{-x}}{1-e^{-x}}\frac{dx}{ds}
=-\frac{x}{2(e^x-1)}.
\]

For positive \(x\), the ratio \(x/(e^x-1)\) lies between 0 and 1, so \(4/3<p<3/2\). Integrating from \(q=1/2\) to \(q=1\) and counting two atoms gives

\[
2^{-1/2}<\frac{2|E_x[n_H/2]|}{|E_x[n_H]|}<2^{-1/3}.
\]

The two halves together keep between 0.707 and 0.794 of the atomic exchange energy. To cancel the constant part of \(U\), they should keep one half. Radial quadrature gives 0.790, close to the upper bound, which is the value for a constant \(F\). Most of the failure is thus already present in the \(n^{4/3}\) scaling, and the gradient dependence changes it little. In energies,

\[
\Delta_\infty=4.252-6.721=-2.469\ {\rm eV},
\]

or \(-0.0907\) hartree. SCAN places the symmetric state too low because exchange removes more than the Hartree energy.

**The ion at finite separation**

The table gives the terms for the ground-state orbital of H2+, computed in a Gaussian basis with exchange integrated on a grid. Here \(\Delta\) is evaluated at this fixed density. The last two columns are total energies relative to H + H⁺, each taken within its own theory. The exact clamped-nuclei, nonrelativistic energy comes from diagonalization in prolate spheroidal coordinates. The SCAN energy is minimized over the symmetric orbital. The Gaussian basis raises the one-electron energy by at most 1.5 meV. SCAN correlation is below \(10^{-9}\) eV in magnitude in every row.

| \(R\) (Å) | \(U\) (eV) | \(E_x\) (eV) | \(\Delta\) (eV) | exact (eV) | SCAN (eV) |
|---:|---:|---:|---:|---:|---:|
| 1.06 | 8.99 | −9.13 | −0.14 | −2.79 | −2.94 |
| 2.00 | 6.40 | −6.96 | −0.56 | −1.42 | −2.06 |
| 3.00 | 5.40 | −6.49 | −1.09 | −0.42 | −1.64 |
| 5.00 | 4.95 | −6.68 | −1.73 | −0.02 | −1.87 |
| 8.00 | 4.70 | −6.72 | −2.02 | −0.00 | −2.13 |

At 1.06 Å, near the energy minimum, the uncancelled part is 1.5% of \(U\). At 8 Å it is 43%. A good result at the bond length therefore does not show that the self-interaction has gone.

At 8 Å, \(1/(4R)\) is 0.450 eV, and the asymptotic formula gives \(-2.469+0.450=-2.019\) eV, against the computed \(-2.018\) eV. At 5 Å it gives \(-2.469+0.720=-1.749\) eV, against \(-1.726\) eV. These computed values of \(\Delta\) shift by up to about 1 meV with the basis and grid, so their last digit is uncertain. At 1.06 Å it would even give the wrong sign, because the atomic densities overlap strongly and the expansion does not apply.

The SCAN curve has its highest sampled energy at 3 Å and falls beyond it, while the exact curve rises towards zero. The term \(1/(4R)\) in the error supplies a spurious repulsive force \(1/(4R^2)\). Relaxing the orbital does not cure this. It lowers the SCAN energy by a further 0.13 eV at 5 Å and 0.12 eV at 8 Å, as a variational minimization may.

**What a Hubbard term can repair**

For a frozen hydrogen orbital with occupation \(q\), the SCAN error is \(\Delta(q)=5q^2/16+E_x[qn_H]\). It vanishes at \(q=0\) and, to the accuracy of the fitted hydrogen value, at \(q=1\). In between it is negative, since \(|E_x|\) falls more slowly than \(q^2\) as \(q\) is reduced. This favours spreading the electron over both sites, and \(\Delta_\infty=2\Delta(1/2)\).

An on-site Hubbard term of the form

\[
E_{\rm Hub}=\frac{U_{\rm eff}}2\sum_{\rm sites}q(1-q)
\]

opposes this tendency. For two half-filled sites it equals \(2\times(U_{\rm eff}/2)\times(1/4)=U_{\rm eff}/4\). Cancelling \(\Delta_\infty\) requires \(U_{\rm eff}=-4\Delta_\infty=9.88\) eV.

At 8 Å the corrected fixed-density error is then \(-2.018+2.469=0.45\) eV. This is the \(1/(4R)\) term. For one electron shared as \(q\) and \(1-q\) it is the intersite Hartree energy \(q(1-q)/R\), which has the same form as the Hubbard term summed over both sites, \(U_{\rm eff}\,q(1-q)\). At one fixed separation it can be absorbed by lowering \(U_{\rm eff}\) by \(1/R\), to \(9.88-1.80=8.08\) eV at 8 Å, but no single constant \(U_{\rm eff}\) cancels the error at all separations. With \(U_{\rm eff}=9.88\) eV the symmetric state is also no longer the lowest at 8 Å: for frozen atoms the error falls from 0.45 eV at \(q=1/2\) to zero at \(q=1\), while localizing the electron costs at most about a meV of one-electron energy. The corrected functional then favours an electron on one proton, with nearly the right energy and a broken symmetry. The quadratic form is also approximate: for one atom with \(q=1/4\), the error changes from \(-0.79\) eV to \(-0.794+(9.877/2)(3/16)=0.13\) eV.

This strength belongs to a bare hydrogen orbital and should not be carried over to a solid. In an oxide the other electrons screen the interaction, and the d orbitals differ in size and mix with their neighbours; the present example does not separate these effects. It does show that vanishing one-electron correlation is no evidence that a Hubbard correction is unnecessary. The manuscript should withdraw that inference and assess the need for a correction in the material itself, through quantities that respond to charge localization.
